# Transition rates from few events: gamma posterior and the 3/t bound

## Definitions and conventions

A system sits in an initial state A and leaves it now and then by a rare transition. The rate $k$ is defined by the statement that, while the system is in A, it leaves during the next short time $dt$ with probability $k\,dt$, whatever it did before. This absence of memory is the main physical assumption. After each transition the system is put back into A at once, so the clock counts only time spent in A. The total time $t$ is fixed in advance, and $n$ is the number of transitions seen in it.

The rate is unknown and the record is known. The knowledge of $k$ is therefore described by a probability density $p(k|n,t)$, the posterior. Bayes' rule gives it as

$$p(k|n,t)\propto L(k)\,\pi(k),$$

where the likelihood $L(k)$ is the probability of the record for a given $k$, up to factors free of $k$, and the prior $\pi(k)$ describes what was assumed before the run. The priors used here are powers,

$$\pi(k)\propto k^{a-1}.$$

The choice $a=1$ is the flat prior. The choice $a=0$ is the logarithmic prior: since $dk/k=d\ln k$, it gives equal weight to equal intervals of $\ln k$. As a prior it treats the rate and the mean lifetime $\tau=1/k$ alike, because $\ln\tau=-\ln k$. The posterior moments do not carry over: with this prior $\tau$ has mean $t/(n-1)$ and relative error $1/\sqrt{n-2}$, the latter defined for $n>2$.

"Relative error" means the standard deviation of the posterior divided by its mean. A "95 percent upper bound" is the value below which $k$ lies with posterior probability 0.95. Times are in ns and rates in 1/ns.

Two rules are at issue: a relative error $1/\sqrt n$, and an upper bound $3/t$ when $n=0$. Each holds, but not with the same prior. The first is exact for the logarithmic prior and approximate for the flat one; the second belongs to the flat prior.

## Back-of-envelope argument

Divide $t$ into many short steps $dt$. Each step contributes 1 to the count with probability $q=k\,dt$ and 0 otherwise. Its mean is $q$ and its variance is $q-q^2\approx q$. The steps are independent, so means and variances add over the $t/dt$ steps:

$$\langle n\rangle=kt,\qquad \mathrm{var}(n)=kt.$$

The natural estimate of the rate is $n/t$. Its scatter over repeated runs, relative to the true rate, is

$$\frac{\sqrt{kt}/t}{k}=\frac{1}{\sqrt{kt}}\approx\frac{1}{\sqrt n},$$

where the last step replaces the unknown $kt$ by the observed count. With 16 events the rate is known to about 25 percent.

If nothing is seen, this estimate is useless: it gives a rate of zero with an undefined relative error. One can still ask which rates would make the silence surprising. The probability of no transition in time $t$ is $e^{-kt}$. Since $e^{-3}\approx 0.05$, a rate above about $3/t$ would have produced at least one event in more than 95 percent of such runs.

This leaves three questions open: what replaces $1/\sqrt n$ when $n$ is small, whether "the silence would be surprising" is the same as "the rate is probably below $3/t$", and how much the prior matters.

## Controlled derivation

### The likelihood

Let there be $M$ steps of length $dt=t/M$. A record with transitions in $n$ particular steps, and none in the other $M-n$, has probability

$$P_{\rm rec}=(k\,dt)^n(1-k\,dt)^{M-n}.$$

The logarithm of the second factor is

$$(M-n)\ln\!\left(1-\frac{kt}{M}\right)=-(M-n)\left(\frac{kt}{M}+\frac{k^2t^2}{2M^2}+\dots\right)\to -kt$$

as $M\to\infty$ at fixed $n$. Hence $P_{\rm rec}\to(dt)^n\,k^n e^{-kt}$. The factor $(dt)^n$ does not contain $k$ and drops out on normalization, which leaves

$$L(k)=k^n e^{-kt}.$$

The moments at which the transitions happened have disappeared. For a memoryless process, $n$ and $t$ carry all the information about $k$.

The probability of the count itself, needed below, follows by multiplying $P_{\rm rec}$ by the number of ways to place $n$ transitions in $M$ steps, which tends to $M^n/n!$. Since $M\,dt=t$,

$$P(n|k)=\frac{(kt)^n}{n!}e^{-kt},$$

the Poisson distribution.

### The gamma posterior

Likelihood times prior is $k^{n+a-1}e^{-kt}$. Write $s=n+a$. The substitution $x=kt$, $dk=dx/t$, gives the normalization integral

$$\int_0^\infty k^{s-1}e^{-kt}\,dk=\frac{1}{t^s}\int_0^\infty x^{s-1}e^{-x}\,dx=\frac{\Gamma(s)}{t^s}.$$

It converges at $k=0$ if $s>0$. The posterior is then

$$p(k|n,t)=\frac{t^{s}}{\Gamma(s)}\,k^{s-1}e^{-kt},\qquad s=n+a>0,$$

a gamma density of shape $s$ and rate parameter $t$.

The formula also shows how data accumulate. If this posterior serves as the prior for a further run with $n'$ events in time $t'$, multiplication by $k^{n'}e^{-kt'}$ changes $s$ to $s+n'$ and $t$ to $t+t'$. The prior parameter $a$ thus acts like $a$ events credited before the clock started.

### Mean and relative error

Integration by parts gives $\Gamma(s+1)=s\,\Gamma(s)$. The mean is

$$\langle k\rangle=\frac{t^s}{\Gamma(s)}\int_0^\infty k^{s}e^{-kt}dk=\frac{t^s}{\Gamma(s)}\,\frac{\Gamma(s+1)}{t^{s+1}}=\frac{s}{t}.$$

One more power of $k$ gives

$$\langle k^2\rangle=\frac{\Gamma(s+2)}{\Gamma(s)\,t^2}=\frac{s(s+1)}{t^2}.$$

The variance is the difference

$$\langle k^2\rangle-\langle k\rangle^2=\frac{s^2+s-s^2}{t^2}=\frac{s}{t^2},$$

and the relative error is

$$\frac{\sqrt{s}/t}{s/t}=\frac{1}{\sqrt{s}}=\frac{1}{\sqrt{n+a}}.$$

For the logarithmic prior, $a=0$, the mean is $n/t$ and the relative error is exactly $1/\sqrt n$, for $n\ge1$. For the flat prior, $a=1$, the mean is $(n+1)/t$ and the relative error is

$$\frac{1}{\sqrt{n+1}}=\frac{1}{\sqrt n}\left(1+\frac1n\right)^{-1/2}\approx\frac{1}{\sqrt n}\left(1-\frac{1}{2n}\right).$$

The two differ clearly at $n=1$ (1.00 against 0.71) and hardly at $n=100$ (0.1000 against 0.0995). The means differ by $1/t$, while the standard deviation is about $\sqrt n/t$. The choice between these priors therefore shifts the result by a fraction of about $1/\sqrt n$ of its own uncertainty (exactly $1/\sqrt n$ of the logarithmic-prior standard deviation, $1/\sqrt{n+1}$ of the flat-prior one).

### Many events: approach to a Gaussian

For $s>1$ the posterior peaks where the derivative of $(s-1)\ln k-kt$ vanishes, at $k_*=(s-1)/t$. Put $k=k_*(1+y)$. Because $k_*t=s-1$, the logarithm of the posterior, relative to its peak, is

$$(s-1)\left[\ln(1+y)-y\right]=(s-1)\left[-\frac{y^2}{2}+\frac{y^3}{3}-\dots\right].$$

The quadratic term describes a Gaussian of relative width $1/\sqrt{s-1}$. At $y$ of that size the cubic term is about $1/(3\sqrt{s-1})$, so the Gaussian form is reached slowly. The cubic term is positive for $y>0$ and negative for $y<0$: the posterior falls off more slowly towards high rates. With few events, a 95 percent interval taken symmetric about the mean lies too low at both ends, by about 0.2 standard deviations at $s=16$ and 0.4 to 0.5 at $s=4$. A bar of one standard deviation is much less affected: the ends of the central 68 percent interval lie within about 0.01 standard deviations of it at $s=16$ and 0.04 at $s=4$.

### No events: the upper bound

For $n=0$ and the flat prior, $s=1$ and the posterior is $p(k|0,t)=t\,e^{-kt}$. It is largest at $k=0$, so the data give no sign that the rate differs from zero; they limit it from above. The bound $k_{\rm up}$ satisfies

$$\int_0^{k_{\rm up}}t\,e^{-kt}dk=1-e^{-k_{\rm up}t}=0.95.$$

Hence $e^{-k_{\rm up}t}=0.05=1/20$, and

$$k_{\rm up}=\frac{\ln 20}{t}=\frac{2.996}{t}\approx\frac3t.$$

For another probability $C$ in place of 0.95, the same steps give $\ln[1/(1-C)]/t$.

Since $\tau=1/k$ falls as $k$ rises, $k<k_{\rm up}$ is the same event as $\tau>1/k_{\rm up}$. The mean lifetime thus exceeds $t/\ln20$, about one third of the observation time, with probability 0.95. With the flat prior, a silent run of length $t$ gives the lifetime a probability of only $1-e^{-1}=0.63$ of being longer than $t$.

### The same bound without a prior

The back-of-envelope argument used no prior. It asked for the rate at which silence has probability 0.05, and $P(0|k)=e^{-kt}=0.05$ is the same equation as above. For upper bounds the agreement extends to every $n$. Let $Q_n$ be the flat-prior posterior probability that the rate exceeds a given $k$, and let $\mu=kt$. With $x$ equal to the integration rate times $t$, and $\Gamma(n+1)=n!$,

$$Q_n=\frac{1}{n!}\int_\mu^\infty x^n e^{-x}dx.$$

For $n\ge1$, integrate by parts, with $-e^{-x}$ as the integral of $e^{-x}$:

$$Q_n=\frac{\mu^n e^{-\mu}}{n!}+\frac{1}{(n-1)!}\int_\mu^\infty x^{n-1}e^{-x}dx=\frac{\mu^n e^{-\mu}}{n!}+Q_{n-1}.$$

Repeating this down to $Q_0=e^{-\mu}$ gives

$$Q_n=\sum_{j=0}^{n}\frac{\mu^j}{j!}e^{-\mu},$$

which is the Poisson probability of at most $n$ events at the rate $k$. Lower bounds pair differently: the probability of at least $n$ events is $1-Q_{n-1}$, which belongs to the gamma density of shape $n$, so the no-prior lower bound matches the logarithmic prior and not the flat one. The numbers agree, but the statements differ. One is the probability of a rate, given the record and a prior; the other is the probability of a record, given a rate.

### How far the bound depends on the prior

With no events, the likelihood $e^{-kt}$ excludes high rates but does not distinguish between rates far below $1/t$. The prior decides how much weight those low rates receive.

Take $a=1/2$, halfway between the two priors above. The posterior is $t^{1/2}k^{-1/2}e^{-kt}/\Gamma(1/2)$, with $\Gamma(1/2)=\sqrt\pi$. Put $u=\sqrt{kt}$, so that $k=u^2/t$, $dk=2u\,du/t$ and $k^{-1/2}=\sqrt t/u$. The powers of $t$ and $u$ cancel:

$$p(k|0,t)\,dk=\frac{2}{\sqrt\pi}\,e^{-u^2}du.$$

The bound follows from $\mathrm{erf}(u_{\rm up})=0.95$. Its numerical solution is $u_{\rm up}^2=1.92$, so $k_{\rm up}=1.92/t$.

For the logarithmic prior, $s=0$ and the normalization integral diverges at low rates. With a lower cutoff $\varepsilon$, reducing the cutoff tenfold adds

$$\int_{\varepsilon/10}^{\varepsilon}\frac{e^{-kt}}{k}\,dk\approx\ln10=2.303\qquad(\varepsilon t\ll1),$$

and this repeats for every further decade. The weight above any fixed positive rate stays finite while the total grows without limit. The bound would therefore slide towards zero as the cutoff is lowered, with no new data. The slide is slow, for very small cutoffs as $(\varepsilon t)^{0.05}$: the bound is $0.43/t$ at $\varepsilon t=10^{-6}$ and $0.23/t$ at $\varepsilon t=10^{-10}$. The 3 in $3/t$ is thus a convention tied to the flat prior, or to the no-prior argument, and should be reported as such. The scaling with $1/t$ is common to all $a>0$, because the posterior then depends on $k$ through $kt$ alone.

## Comparison

### A run with 16 transitions

Consider a model simulation with $t=400$ ns and $n=16$. The quick estimate is

$$\frac nt=\frac{16}{400\ \text{ns}}=0.040\ \text{ns}^{-1},\qquad \frac{1}{\sqrt{16}}=0.25.$$

The logarithmic prior reproduces both: mean $0.040\ \text{ns}^{-1}$, or $4.0\times10^{7}\ \text{s}^{-1}$, and standard deviation $0.010\ \text{ns}^{-1}$. The flat prior gives $17/400=0.0425\ \text{ns}^{-1}$, or $4.25\times10^7\ \text{s}^{-1}$, with relative error $1/\sqrt{17}=0.243$. The means differ by $0.0025\ \text{ns}^{-1}$, a quarter of the standard deviation, as the estimate $1/\sqrt n$ of this shift predicts.

The central 95 percent interval for the logarithmic prior runs from 0.023 to $0.062\ \text{ns}^{-1}$. Two standard deviations on either side of the mean would give 0.020 to 0.060. The true interval lies higher at both ends, which is the asymmetry found from the cubic term. For the flat prior the interval is 0.025 to $0.065\ \text{ns}^{-1}$. With 16 events, the ends of the interval differ by a factor of about 2.7 for the logarithmic prior and about 2.6 for the flat prior.

The posterior can also be built without its formula. Rates are drawn from a flat prior, waiting times are simulated for each, and a rate is kept if it yields 16 events in 400 ns. The 10055 rates kept have mean $0.0423\ \text{ns}^{-1}$ and standard deviation $0.0103\ \text{ns}^{-1}$, against 0.0425 and 0.0103 from the gamma density. In repeated runs at a fixed rate of $0.040\ \text{ns}^{-1}$, the estimate $n/t$ scatters by 0.250 of that rate, in agreement with $1/\sqrt{kt}$.

The identity between posterior and Poisson probabilities can be read at $k=0.06\ \text{ns}^{-1}$, where $\mu=0.06\times400=24$. Direct integration of the posterior above this rate and the explicit Poisson sum both give 0.0563.

A relative error of 10 percent needs $1/0.10^2=100$ events. At the estimated rate a new run would need about $100/0.040=2500$ ns to collect them. This forecast inherits the uncertainty of the rate: the ends of the logarithmic-prior interval correspond to about 1600 and 4400 ns. Halving the error costs four times the simulation time.

### A run with none

Suppose that another system, also followed for 400 ns, shows no transition. The quick rule gives $3/400=0.0075\ \text{ns}^{-1}$. The flat-prior result is

$$k_{\rm up}=\frac{2.996}{400\ \text{ns}}=0.00749\ \text{ns}^{-1}=7.49\times10^{6}\ \text{s}^{-1}.$$

Rounding $\ln20$ to 3 changes the bound by 0.14 percent, far less than the choice of prior: with $a=1/2$ the bound would be $1.92/400=0.0048\ \text{ns}^{-1}$. The flat-prior lower bound on the mean lifetime is $400/2.996=134$ ns.

Simulated waiting times give a bound of $0.00758\ \text{ns}^{-1}$, 1.2 percent above the formula. This value comes from a finite random sample. Of $10^6$ rates drawn uniformly up to $20/t$, a fraction of about $1/20$ is kept, so $N_s\approx5\times10^4$. The fraction of kept rates below the true bound scatters by $\sqrt{0.95\times0.05/N_s}\approx0.001$; dividing by the density $e^{-x}=0.05$ of $x=kt$ at the bound gives a scatter of about 0.02 in $kt$, or about 0.65 percent of 2.996. The deviation is thus just under two standard errors. Direct integration of the posterior, which has no sampling noise, agrees with the formula to within one part in ten thousand. At the rate $k_{\rm up}$, a simulated fraction 0.0506 of runs stays silent, against the expected 0.05.

### When the estimates fail

The results count statistical uncertainty alone. An error in the forces of a simulation changes $k$ itself and does not appear in $1/\sqrt n$. Three further failures concern the counting.

First, the recorded transitions may not be independent. If every true escape is recorded as a burst of $m$ crossings, the recorded count is $N=mn$. The rate is then too high by the factor $m$, and the relative error is $1/\sqrt n=\sqrt{m/N}$, larger than the naive $1/\sqrt N$. This assumes bursts of equal size; if $m$ varies, the relative error grows by the further factor $\sqrt{\langle m^2\rangle}/\langle m\rangle$. Crossings must be grouped into escapes before they are counted.

Second, part of the time may carry no information. Suppose the total time is shared among $R$ separate runs. If each can escape from its first moment, their survival probabilities multiply to $(e^{-kt/R})^R=e^{-kt}$, and many short runs are as good as one long run. If each must first relax for a time $t_r$, during which escape is impossible, the probability of complete silence is $e^{-k(t-Rt_r)}$. The bound becomes $\ln20/(t-Rt_r)$, and it is lost altogether when the runs are no longer than the relaxation time. The dead time is an idealisation of runs started deep in A; runs started close to the barrier escape faster than the steady rate at first, and the count then overestimates $k$.

Third, A may consist of parts that exchange slowly and have different escape rates. The escape probability then depends on the part occupied, and so on the history. A silent run confined to one part bounds the escape rate from that part and says nothing about the others.

The posterior means, intervals and bounds, the simulated values and the relative errors for several $n$ are collected in the numerical output; the remaining figures follow from them by the arithmetic shown above.

## Calculated quantities

```
Observation time t = 400 ns
Observed transitions n = 16
log prior: mean rate = 0.04000 1/ns = 4.000e+07 1/s
log prior: standard deviation = 0.01000 1/ns
log prior: relative error = 0.2500
log prior: central 95% interval = 0.02286 to 0.06185 1/ns
flat prior: mean rate = 0.04250 1/ns = 4.250e+07 1/s
flat prior: standard deviation = 0.01031 1/ns
flat prior: relative error = 0.2425
flat prior: central 95% interval = 0.02476 to 0.06496 1/ns
Relative error by direct integration:
  n = 1: log prior 1.0000, flat prior 0.7071
  n = 4: log prior 0.5000, flat prior 0.4472
  n = 16: log prior 0.2500, flat prior 0.2425
  n = 100: log prior 0.1000, flat prior 0.0995
Simulated posterior, flat prior: 10055 rates kept
  mean = 0.04234 1/ns, std = 0.01030 1/ns
Scatter of n/t in repeated runs at k = 0.040 1/ns: 0.2497
Events for relative error 0.10 (log prior): 100
Expected time for them at n/t: 2500 ns
No event: bound times t, flat prior = 2.9957
No event: upper bound = 0.007489 1/ns = 7.489e+06 1/s
No event: rounded bound 3/t = 0.007500 1/ns
No event: simulated bound = 0.007578 1/ns
No event: lower bound on mean lifetime = 133.5 ns
Simulated chance of no event at the bound = 0.0506
Posterior chance of k > 0.06 1/ns, n = 16: 0.05626
Poisson chance of at most 16 events there: 0.05626
No event: bound times t, prior k^(-1/2) = 1.9207
No event, prior 1/k: norm growth per cutoff decade = 2.3026
```
